# Evanescent Rashba states below the band minimum and their spin rotation

## A single spin branch

Consider an electron in one dimension with energy

$$E=C(k+k_{so})^2-E_{so},\qquad C=\frac{\hbar^2}{2m},\qquad k_{so}>0 .$$

This is an ordinary parabola whose minimum, at energy $-E_{so}$, has been moved to $k=-k_{so}$. Take an energy a depth $\Delta>0$ below the minimum, $E=-E_{so}-\Delta$. Then $(k+k_{so})^2=-\Delta/C$, and

$$k=-k_{so}\pm i\kappa,\qquad \kappa=\sqrt{\Delta/C}.$$

With the upper sign, the wave is $e^{ikx}=e^{-\kappa x}e^{-ik_{so}x}$. It decays to the right and keeps the wavevector of the minimum as a phase. The decay depends on the depth, while the phase wavevector does not.

One branch alone shows nothing oscillating in its density, because $|e^{ikx}|^2=e^{-2\kappa x}$. A Rashba wire has two branches, with opposite spins and opposite shifts. Superposing them turns the two phases into a rotation of the spin.

## Setting and statement

The wire lies along $x$, and its Hamiltonian is

$$H=Ck^2+\alpha k\,\sigma_y,\qquad k=-i\frac{d}{dx},\qquad \alpha>0 .$$

Spinor components refer to $\sigma_z$, so "up" means spin along $+z$. Define

$$k_{so}=\frac{\alpha}{2C}=\frac{m\alpha}{\hbar^2},\qquad E_{so}=Ck_{so}^2=\frac{\alpha^2}{4C}.$$

The assumptions are a single transverse mode, a constant mass, a uniform $\alpha$ and no magnetic field. The wire fills $x>0$, and a contact at $x=0$ supplies the boundary spinor $\chi_0$, normalised to $\chi_0^\dagger\chi_0=1$. The contact is needed because an infinite uniform wire has no normalisable state below its band minimum: a solution that decays on one side grows on the other.

**Theorem.** Let $E=-E_{so}-\Delta$ with $\Delta>0$, and let $s=\pm1$ be the eigenvalue of $\sigma_y$.

1. The four wavevectors at this energy are $k=-sk_{so}\pm i\kappa$, with $\kappa=\sqrt{\Delta/C}$.
2. The solutions that decay to the right are
$$\psi(x)=e^{-\kappa x}e^{-ik_{so}x\sigma_y}\chi_0 .$$
3. The charge density is $e^{-2\kappa x}$, without oscillation. The normalised spin components along $x$ and $z$ rotate with wavevector $2k_{so}$, and the component along $y$ is constant.
4. The particle current vanishes for every $\chi_0$.

The oscillation at $k_{so}$ thus belongs to the spinor components. If $\chi_0$ is an eigenspinor of $\sigma_y$, what remains of it is a common phase, and the spin does not turn.

## Lemma 1: the complex wavevectors

Since $\sigma_y$ commutes with $H$, it may be replaced by $s$. Using $\alpha=2Ck_{so}$ and $s^2=1$,

$$E=Ck^2+2Cs\,k_{so}k=C(k+sk_{so})^2-Ck_{so}^2=C(k+sk_{so})^2-E_{so}.$$

The minima lie at $k=-sk_{so}$. At $E=-E_{so}-\Delta$,

$$(k+sk_{so})^2=-\frac{\Delta}{C}\quad\Longrightarrow\quad k=-sk_{so}\pm i\kappa .$$

This proves part 1. $\square$

Two features of the complex band follow.

First, a purely imaginary wavevector does not serve here. Putting $k=i\lambda$ with real $\lambda\neq0$ gives $E=-C\lambda^2+is\alpha\lambda$, which is complex. A real energy below the minimum requires a real part in $k$.

Second, the complex branches start at the minima and not at the crossing $k=0$, where $E=0$. For $-E_{so}<E<0$ the right side of $(k+sk_{so})^2=(E+E_{so})/C$ is positive, so all four wavevectors are real. As $\Delta\to0$ the decay constant vanishes as $\sqrt\Delta$, and each complex pair merges at $k=-sk_{so}$.

## Lemma 2: removing the spin-orbit term

It is useful to allow a scalar potential $V(x)$ and a position-dependent $\alpha(x)$, as at a contact. Hermiticity then requires the symmetrised form

$$H=Ck^2+\tfrac12\left(\alpha k+k\alpha\right)\sigma_y+V .$$

Let $k_{so}(x)=\alpha(x)/2C$ and $\theta(x)=\int_0^x k_{so}(x')\,dx'$.

**Lemma.** If $\psi=e^{-i\theta\sigma_y}\varphi$, then $H\psi=E\psi$ is equivalent to

$$-C\varphi''+\left[V-Ck_{so}^2(x)\right]\varphi=E\varphi ,$$

which contains no spin matrix.

*Proof.* Expand the square, keeping the order of $k$ and $k_{so}$:

$$C(k+k_{so}\sigma_y)^2=Ck^2+C(kk_{so}+k_{so}k)\sigma_y+Ck_{so}^2 .$$

The middle term is $\tfrac12(k\alpha+\alpha k)\sigma_y$, because $Ck_{so}=\alpha/2$. Hence

$$H=C(k+k_{so}\sigma_y)^2-Ck_{so}^2+V .$$

Next, $k$ acts on both factors of $\psi$. Since $-i\,\frac{d}{dx}e^{-i\theta\sigma_y}=-\theta'\sigma_ye^{-i\theta\sigma_y}$ and $\theta'=k_{so}$,

$$(k+k_{so}\sigma_y)e^{-i\theta\sigma_y}\varphi=e^{-i\theta\sigma_y}k\varphi .$$

Applying this twice gives $(k+k_{so}\sigma_y)^2\psi=e^{-i\theta\sigma_y}k^2\varphi$. The scalar terms commute with the exponential, which can then be cancelled from the left. $\square$

A scalar potential therefore changes how the state decays but leaves the angle $\theta$ alone. With $\alpha$ held fixed, a longitudinal electric field does not alter the spin rotation per unit length.

## Proof of parts 2 to 4

**Part 2.** For uniform $\alpha$ and $V=0$, $\theta=k_{so}x$ and the lemma gives

$$-C\varphi''=(E+E_{so})\varphi=-\Delta\varphi\quad\Longrightarrow\quad\varphi''=\kappa^2\varphi .$$

The general solution is $\varphi=e^{-\kappa x}\chi_1+e^{\kappa x}\chi_2$ with two constant spinors. These hold four constants, as many as two coupled second-order equations need. Decay requires $\chi_2=0$, and the value at $x=0$ fixes $\chi_1=\chi_0$. Multiplying by $e^{-ik_{so}x\sigma_y}$ gives part 2, for any boundary spinor.

Because $\sigma_y^2=1$, the exponential series separates into even and odd powers:

$$e^{-i\theta\sigma_y}=\cos\theta-i\sigma_y\sin\theta=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}.$$

For a spin injected up, $\chi_0=(1,0)^T$, this becomes

$$\psi(x)=e^{-\kappa x}\begin{pmatrix}\cos k_{so}x\\ \sin k_{so}x\end{pmatrix}.$$

**Part 3.** The matrix $U=e^{-i\theta\sigma_y}$ is unitary, so $\psi^\dagger\psi=e^{-2\kappa x}\chi_0^\dagger\chi_0=e^{-2\kappa x}$. For the spin, $\sigma_z$ anticommutes with $\sigma_y$, hence $U^\dagger\sigma_z=\sigma_zU$ and

$$U^\dagger\sigma_zU=\sigma_zU^2=\sigma_z\cos2\theta-i\sigma_z\sigma_y\sin2\theta=\sigma_z\cos2\theta-\sigma_x\sin2\theta ,$$

where $\sigma_z\sigma_y=-i\sigma_x$ was used. In the same way, with $\sigma_x\sigma_y=i\sigma_z$,

$$U^\dagger\sigma_xU=\sigma_x\cos2\theta+\sigma_z\sin2\theta ,$$

while $U^\dagger\sigma_yU=\sigma_y$. The doubled angle appears because the spin is bilinear in the spinor. For spin up at $x=0$ the normalised spin is

$$(s_x,s_y,s_z)=(\sin2k_{so}x,\;0,\;\cos2k_{so}x).$$

**Part 4.** The current follows from the change of density in time. From $i\hbar\,\partial_t\psi=H\psi$,

$$\partial_t(\psi^\dagger\psi)=\frac2\hbar\,\mathrm{Im}(\psi^\dagger H\psi)=\frac2\hbar\,\mathrm{Im}\left(-C\psi^\dagger\psi''-i\alpha\psi^\dagger\sigma_y\psi'\right).$$

Here $\mathrm{Im}(\psi^\dagger\psi'')=\partial_x\mathrm{Im}(\psi^\dagger\psi')$, because $\psi'^\dagger\psi'$ is real. Also $\mathrm{Im}(-i\psi^\dagger\sigma_y\psi')=-\mathrm{Re}(\psi^\dagger\sigma_y\psi')=-\tfrac12\partial_x(\psi^\dagger\sigma_y\psi)$. The right side is therefore $-\partial_xj$ with

$$j=\frac1\hbar\left[2C\,\mathrm{Im}(\psi^\dagger\psi')+\alpha\,\psi^\dagger\sigma_y\psi\right].$$

For the tail, $\psi'=(-\kappa-ik_{so}\sigma_y)\psi$, so $\mathrm{Im}(\psi^\dagger\psi')=-k_{so}\psi^\dagger\sigma_y\psi$. Then

$$\hbar j=(-2Ck_{so}+\alpha)\,\psi^\dagger\sigma_y\psi=0 .$$

The theorem is proved. $\square$

The winding phase looks like motion, but the canonical part of the velocity is cancelled by the spin-orbit part. For the eigenspinor $s=+1$ and $\alpha=0.03$ eV nm, a finite-difference solution gives $-0.03000$ and $+0.03000$ eV nm for the two parts of $\hbar$ times the velocity.

## Remark: a barrier of finite length

If the wire ends at a second contact, the growing solution stays:

$$\psi=e^{-ik_{so}x\sigma_y}\left(e^{-\kappa x}\chi_1+e^{\kappa x}\chi_2\right).$$

The common unitary factor drops out of the density, so the charge still has no oscillation at $k_{so}$ or $2k_{so}$. The current need not vanish. Differentiating and using the same cancellation as above,

$$\hbar j=2C\,\mathrm{Im}(\varphi^\dagger\varphi')=2C\kappa\,\mathrm{Im}(\chi_1^\dagger\chi_2-\chi_2^\dagger\chi_1)=4C\kappa\,\mathrm{Im}(\chi_1^\dagger\chi_2).$$

This is the tunnelling current, carried by the overlap of the two exponentials. If both contacts have scalar potentials, the same mass and no spin-orbit coupling, Lemma 2 reduces the whole junction to a spinless problem. The transmitted spin is then the incident spin turned about $y$ by $2k_{so}L$, where $L$ is the barrier length, and the transmission probability does not depend on the spin.

## When the oscillation can be seen

The up component first vanishes at $x_1=\pi/2k_{so}$. The density left there is

$$e^{-2\kappa x_1}=e^{-\pi\kappa/k_{so}}=\exp\left(-\pi\sqrt{\Delta/E_{so}}\right),$$

because $\kappa/k_{so}=\sqrt{\Delta/E_{so}}$. A node with appreciable weight needs a depth comparable to $E_{so}$ or smaller. In a deeper tail the rotation has the same rate, but the state dies after a small part of a turn.

## Worked example

Take $m=0.023\,m_0$ and $\alpha=0.03$ eV nm, roughly the regime of an InAs nanowire, with a tail 20 meV below the band minimum. Then $C=1.6565$ eV nm², and

$$k_{so}=\frac{0.03}{2\times1.6565}=0.00906\ \mathrm{nm^{-1}},\qquad E_{so}=1.6565\times(0.009055)^2\ \mathrm{eV}=0.136\ \mathrm{meV},$$

$$\kappa=\sqrt{\frac{0.020}{1.6565}}=0.110\ \mathrm{nm^{-1}},\qquad\frac1\kappa=9.1\ \mathrm{nm}.$$

The density falls by a factor $e$ in 4.55 nm. Over the amplitude decay length $1/\kappa$, the spin turns by $2k_{so}/\kappa=2\times0.0824$ rad, or $9.4^\circ$. A full turn would take $\pi/k_{so}=347$ nm.

At $x=10$ nm the components are

$$e^{-1.099}\cos(0.0906)=0.332,\qquad e^{-1.099}\sin(0.0906)=0.030 .$$

The density is 0.111 and the spin angle $10.4^\circ$. At 40 nm the angle has grown to $41.5^\circ$, but the density is $1.5\times10^{-4}$. At the first node, 173 nm from the contact, it would be $3\times10^{-17}$. For this depth the oscillation appears in practice as a small spin tilt.

Now keep the wire and reduce the depth to $E_{so}/4=0.034$ meV. The decay length rises to $1/\kappa=221$ nm, while $k_{so}$ is unchanged. The node keeps its place: the finite-difference solution puts it at 173.48 nm, and $\pi/2k_{so}$ gives 173.47 nm. The density there is $e^{-\pi/2}=0.208$ of its value at the contact. This holds only for a very flat potential, whose variation between the contact and the node is well below 0.034 meV. An upward slope of $10^{-5}$ MV/cm, which raises the band edge by 0.17 meV over that distance, already lowers the density at the node to 0.032. In a real wire, stray fields and disorder can therefore easily hide the node. By Lemma 2 the position of the node does not depend on the energy, so an energy spread does not blur it. An energy resolution of about 0.034 meV, equivalent to 0.4 K, is needed for a different purpose: to tell this tail from the propagating states just above the minimum, whose spin turns at the same rate.

The boundary spinor can also come from a real bound state. A 14.1 nm contact segment, with a floor at $-60$ meV, the same mass, no spin-orbit coupling and a hard wall at its far end, was joined to the wire and the combined system diagonalised. Its lowest pair of states lies 20.0 meV below the band minimum. Between two points of the tail 30 nm apart the spin turns by $31.13^\circ$, equal to $2k_{so}\times30$ nm at the digits shown.

## A transverse magnetic field

A field along $z$ adds $Z\sigma_z$, which does not commute with $\sigma_y$. Squaring the spin-dependent part gives $(E-Ck^2)^2=\alpha^2k^2+Z^2$. With $e=E/C$ and $b=Z/C$,

$$(k^2-e)^2=4k_{so}^2k^2+b^2 ,$$

or, as a quadratic in $k^2$,

$$k^4-2(e+2k_{so}^2)k^2+e^2-b^2=0 .$$

A quarter of its discriminant is $D=(e+2k_{so}^2)^2-e^2+b^2=4k_{so}^2e+4k_{so}^4+b^2$. It is negative for

$$E<E_c=-E_{so}-\frac{Z^2}{4E_{so}} .$$

The two values of $k^2$ are then complex conjugates. Write $k=q+i\kappa_Z$. The real part of $k^2$ is $q^2-\kappa_Z^2=e+2k_{so}^2$. Its modulus is $q^2+\kappa_Z^2=\sqrt{e^2-b^2}$, since the product of the roots is $e^2-b^2$. Adding,

$$q^2=\tfrac12\left[\sqrt{e^2-b^2}+e+2k_{so}^2\right].$$

For $b=0$ and $e<0$ this returns $q=k_{so}$. For $b\ll|e|$ the root is $|e|-b^2/2|e|$, so $q^2\approx k_{so}^2-b^2/4|e|$, and $q$ stays near $k_{so}$ only under the stronger condition $Z^2\ll4E_{so}|E|$. At a given field this holds for sufficiently deep tails. With $g=10$ the tail 20 meV below $-E_{so}$ has $q/k_{so}=0.85$ at 6 T, although $b/|e|$ is only 0.09, and at 12 T it no longer oscillates.

Near the band edge the field can remove the oscillation. The lower real band is $Ck^2-\sqrt{\alpha^2k^2+Z^2}$. Its derivative with respect to $k^2$ vanishes when $\sqrt{\alpha^2k^2+Z^2}=\alpha^2/2C=2E_{so}$, which is possible at nonzero $k$ for $Z<2E_{so}$. The minimum is then

$$C\,\frac{4E_{so}^2-Z^2}{\alpha^2}-2E_{so}=E_{so}-\frac{Z^2}{4E_{so}}-2E_{so}=E_c ,$$

and every tail below it oscillates. For $Z>2E_{so}$ the minimum moves to $k=0$ at energy $-Z$, which lies above $E_c$ by $(Z-2E_{so})^2/4E_{so}$. For $E_c<E<-Z$ both values of $k^2$ are real. Their product $e^2-b^2$ is positive and their sum $2(e+2k_{so}^2)$ is negative, because $e<-b<-2k_{so}^2$. Both are therefore negative, and the tails in this window are purely exponential.

The field also lets the charge density oscillate. The spinor belonging to $k$ is proportional to $(-i\alpha k,\;E-Ck^2-Z)^T$, and the two decaying wavevectors are $k_1=q+i\kappa_Z$ and $k_2=-k_1^*$. With $w=E-Ck_1^{*2}$ and $\alpha^2k_1^{*2}=w^2-Z^2$, their overlap is

$$-\alpha^2k_1^{*2}+(w-Z)^2=2Z(Z-w).$$

It vanishes for $Z=0$. Otherwise it is nonzero, since $w=Z$ would require $k_1=0$, and a superposition has a density term of wavevector $2q$. Its relative size is bounded by the normalised overlap. For the 20 meV tail at 1 T with $g=10$ this is 0.09, and the density still falls monotonically. A density that rises and falls appears in shallow tails with $Z$ comparable to $E_{so}$.

For 1 T and an assumed $g=10$, $Z=0.289$ meV slightly exceeds $2E_{so}=0.272$ meV. The exponential window is then less than 0.001 meV wide. With the energy held 20 meV below $-E_{so}$, $q/k_{so}=0.996$. These numbers belong to the strictly one-dimensional model with the Zeeman term alone. In a wire of finite width, a field along $z$ also acts on the transverse orbital motion, which shifts the band edge and changes the decay constant.

## Comparison with a real contact

The mass is typical of InAs. The Rashba coefficient is of a plausible size for a gated wire, but it varies with gate voltage and surface. InAs surfaces tend to accumulate electrons, so a Fermi level 20 meV below the band generally requires depletion by a gate. A uniform $\alpha$ is a strong assumption near a contact or a gate. By Lemma 2 the spin angle is $2\int k_{so}\,dx$, so a 10% change in the average of $\alpha$ over the tail changes the angle by 10%.

Some other corrections to the 20 meV tail, each taken alone, are these:

- **Nonparabolicity.** In a two-band model with a gap $E_g=0.4$ eV, $E(1+E/E_g)=Ck^2$. At $E=-\Delta$ this multiplies $\kappa$ by $\sqrt{1-\Delta/E_g}=0.975$. The oscillation wavevector changes too. With the term $\alpha k\sigma_y$ added to the conduction band and $\alpha$ held fixed, the condition becomes $(E-s\alpha k)(1+E/E_g)=Ck^2$, and the real part of $k$ is multiplied by $1-\Delta/E_g=0.95$. Both factors measure the depth from the bulk band edge. In a wire it is measured from the lowest subband, which confinement raises. With a transverse wavevector $\pi/W$ and $W=40$ nm, the factors for $\kappa$ and for the real part become 1.000 and 0.975 for one confined direction, and 1.023 and 0.999 for two. In a real material $\alpha$ also depends on energy, so this model does not settle the size or the sign of either change.
- **Transverse modes.** In a hard-wall wire 40 nm wide the next mode lies 31 meV higher. Rashba mixing of the modes lowers the oscillation wavevector by 0.8% and $\kappa$ by 0.3%, at fixed energy.
- **Longitudinal field.** A field of 0.002 MV/cm that raises the potential away from the contact adds 1.8 meV over $1/\kappa$ and reduces the density there to 0.917 of its zero-field value. The semiclassical form $\varphi\propto\kappa(x)^{-1/2}e^{-\int\kappa dx}$ explains this: the faster decay gives about $e^{-1.82/40}=0.956$ and the prefactor $(1+1.82/20)^{-1/2}=0.957$, together 0.915. With the opposite sign the band edge would fall to the tail energy after about 100 nm, and the state would leak out.
- **Interband tunnelling.** For the same field, the exponent $2\int\kappa\,dx$ across the gap is about 770, so this process is negligible.
- **Temperature.** With the Fermi level at the tail energy, the Boltzmann factor of the band edge is $6\times10^{-26}$ at 4 K but 0.46 at 300 K, where the Boltzmann form no longer applies and the Fermi occupation of the band edge is 0.32. At room temperature, thermally excited band electrons would mask the tail.

The inputs and the main results are collected in the numerical output.

## Numbers as computed

```
INPUTS (rough InAs-nanowire regime)
mass m/m0 = 0.023, alpha = 0.03 eV nm
depth below band minimum = 20.0 meV
C = hbar^2/2m = 1.6565 eV nm^2
RASHBA SCALES
k_so = 0.009055 1/nm, E_so = 0.1358 meV
E_so/k_B = 1.576 K
spin turn length pi/k_so = 346.9 nm
COMPLEX WAVEVECTORS from the ODE matrix
depth   0.0340 meV: |Re k| 0.009055, |Im k| 0.004528 1/nm
depth   1.0000 meV: |Re k| 0.009055, |Im k| 0.024570 1/nm
depth   5.0000 meV: |Re k| 0.009055, |Im k| 0.054940 1/nm
depth  20.0000 meV: |Re k| 0.009055, |Im k| 0.109880 1/nm
TAIL AT THE EXAMPLE DEPTH
kappa = 0.10988 1/nm, 1/kappa = 9.101 nm
density decay length 1/(2 kappa) = 4.550 nm
k_so/kappa = 0.0824
spin rotation over 1/kappa = 9.44 deg
x (nm), up, down, density, spin angle (deg); spin up at x=0
  0 1.00000 0.00000 1.000e+00 0.00
  5 0.57671 0.02613 3.333e-01 5.19
 10 0.33191 0.03014 1.111e-01 10.38
 20 0.10925 0.02001 1.234e-02 20.75
 40 0.01154 0.00437 1.522e-04 41.51
largest deviation of scaled tail = 3.0e-05
SHALLOW TAIL, depth = E_so/4
depth = 0.0340 meV, 1/kappa = 220.9 nm
first node of up component: solver 173.48 nm
first node from pi/(2 k_so) = 173.47 nm
density at node / density at x=0 = 0.2079
density at same node, 20 meV tail = 2.8e-17
hbar*velocity parts at 100 nm: canonical -0.03000, spin 0.03000 eV nm
BOUND STATE OF CONTACT SEGMENT (14 nm, 60 meV deep)
depth below band minimum = 20.008 meV
spin rotation over 30 nm: 31.129 deg, formula 31.129 deg
NEGLECTED EFFECTS
gap 0.4 eV: two-band kappa/kappa = 0.9747
width 40 nm: subband spacing = 30.65 meV
subband mixing: Re k/k_so = 0.9921, Im k/kappa = 0.9968
1.0 T, g = 10.0: Z = 0.2894 meV, 2 E_so = 0.2717 meV
oscillation onset E_c = -0.2900 meV; Re k/k_so at tail = 0.9962
field 0.002 MV/cm: energy over 1/kappa = 1.820 meV
density at 1/kappa, with field / without = 0.9173
interband tunnelling exponent = 772
exp(-depth/kT): 4 K 6.3e-26, 300 K 0.461
```
